\section*{Dipole correction for asymmetric periodic slabs: potential, energy and self-consistency}

\section{Definitions and conventions}

A slab is periodic in the surface plane, with area \(A\) per surface cell. A three-dimensional periodic calculation also repeats it along the normal \(z\), with period \(L\). The dipole correction makes the electrostatics along \(z\) that of a single slab while keeping the periodic cell.

Hartree atomic units are used in the derivations. The laterally averaged charge density is
\[
\rho(z)=n_+(z)-n(z),
\]
where \(n_+\) is the positive charge density and \(n\) the electron number density. The electrostatic potential is \(\phi\), and an electron has potential energy \(-\phi\). The slab is neutral, and the cell runs from \(z_d\) to \(z_d+L\), with both ends in vacuum where \(\rho\) is negligible. Its dipole per area is
\[
m=\int_{z_d}^{z_d+L}z\,\rho(z)\,dz .
\]
Moving the origin by \(z_0\) changes \(m\) by \(-z_0\int\rho\,dz=0\), so \(m\) is well defined. For a charged slab it is not, and the correction below does not apply.

The lateral average is enough for the long-range part. When Poisson's equation is averaged over \(A\), the in-plane derivatives integrate to zero by periodicity, leaving \(\phi''=-4\pi\rho\). The remaining lateral harmonics are treated in Section~\ref{sec:place}.

\section{The field created by periodicity}

For one isolated slab without applied field, the solution is
\[
\phi_{\rm iso}(z)=-2\pi\int |z-z'|\rho(z')\,dz',
\]
because \(d^2|z-z'|/dz^2=2\delta(z-z')\). To the right of all charge \(|z-z'|=z-z'\), so
\[
\phi_{\rm iso}=-2\pi\left(z\int\rho\,dz'-m\right)=2\pi m .
\]
To the left the sign of \(z-z'\) reverses and \(\phi_{\rm iso}=-2\pi m\). Both vacuum regions are flat, and
\begin{equation}
\phi_{\rm right}-\phi_{\rm left}=4\pi m .
\label{eq:jump}
\end{equation}
With chemical potential \(\mu\), the work function of a face is \(-\phi_{\rm vac}-\mu\). The right face therefore has the smaller work function when \(m>0\), by \(4\pi m\).

The periodic potential obeys the same equation inside the cell, so it differs from \(\phi_{\rm iso}\) by a linear function, \(\phi_{\rm per}=\phi_{\rm iso}+bz+c\). Equal values at the two cell ends require \(4\pi m+bL=0\), hence
\begin{equation}
\phi_{\rm per}=\phi_{\rm iso}-\frac{4\pi m}{L}z+c,\qquad
E_{\rm vac}=-\frac{d\phi_{\rm per}}{dz}=\frac{4\pi m}{L}.
\label{eq:field}
\end{equation}
This vacuum field is an artefact of repetition. The slab behaves as an isolated slab placed in an applied field of that size.

\section{The sawtooth and its energy}

Define, for \(z_d<z<z_d+L\),
\begin{equation}
s(z)=\frac{z-z_d}{L}-\frac12,\qquad \phi_{\rm dip}(z)=4\pi m\,s(z),
\label{eq:saw}
\end{equation}
and repeat it periodically. Adding it to Eq.~\eqref{eq:field} gives
\[
\phi_{\rm per}+\phi_{\rm dip}
=\phi_{\rm iso}+c-4\pi m\left(\frac{z_d}{L}+\frac12\right).
\]
The terms linear in \(z\) have cancelled and a constant remains. On crossing \(z_d\) upwards, \(\phi\) drops by \(4\pi m\), and an electron's potential energy rises by the same amount. That step lets two different vacuum levels coexist in one periodic cell.

The electrostatic energy per area must change consistently. Constants in \(\phi\) contribute nothing for neutral \(\rho\), so
\begin{align}
\frac12\int\rho\,\phi_{\rm iso}\,dz
&=\frac12\int\rho\,\phi_{\rm per}\,dz+\frac12\,\frac{4\pi m}{L}\int z\rho\,dz\nonumber\\
&=\frac12\int\rho\,\phi_{\rm per}\,dz+\frac{2\pi m^2}{L}.
\label{eq:energy}
\end{align}
For a neutral variation of the density,
\[
\delta\left(\frac{2\pi m^2}{L}\right)=\frac{4\pi m}{L}\int z\,\delta\rho\,dz
=\int\phi_{\rm dip}\,\delta\rho\,dz .
\]
The sawtooth is thus the derivative of the added energy. The factor one half belongs to a field generated by the slab's own charge. A genuine external field \(F\) contributes the full \(-Fm\).

Two consequences concern the bookkeeping. First, an ion of charge \(Z\) at \(z_I\) contributes \(Zz_I/A\) to \(m\), so the correction exerts on it the force
\[
-\frac{\partial}{\partial z_I}\left(A\,\frac{2\pi m^2}{L}\right)=-\frac{4\pi m}{L}Z ,
\]
which cancels the force \(+ZE_{\rm vac}\) of the false field. Second, if the energy is assembled from Kohn--Sham eigenvalues, their sum already contains \(-\int n\phi_{\rm dip}\,dz\). The term to add is then
\[
\frac12\int(n_+-n)\phi_{\rm dip}\,dz+\int n\phi_{\rm dip}\,dz
=\frac12\int(n_++n)\phi_{\rm dip}\,dz .
\]

\section{Why a correction after convergence is not enough}

Let an isolated slab in an applied field \(F\) have \(m=m_0+\alpha F\), where \(\alpha\) is its polarizability per area. This is linear response. In the uncorrected cell \(F=4\pi m/L\), so with \(a=4\pi\alpha/L\),
\begin{equation}
m_{\rm per}=m_0+a\,m_{\rm per}
\quad\Longrightarrow\quad
m_{\rm per}=\frac{m_0}{1-a}.
\label{eq:mper}
\end{equation}

For a metal film the meaning of \(\alpha\) is simple. The field \(F\) ends on surface charges \(\pm F/4\pi\) separated by an effective thickness \(t\), so the induced dipole is \(Ft/4\pi\) and \(4\pi\alpha=t\). Equations \eqref{eq:field} and \eqref{eq:mper} then give \(E_{\rm vac}=4\pi m_0/(L-t)\): the whole contact potential falls across the vacuum gap. For a dielectric film of permittivity \(\varepsilon\), the inner field is \(F/\varepsilon\) and the polarization is \(F(1-1/\varepsilon)/4\pi\), so \(4\pi\alpha=t(1-1/\varepsilon)\).

The energy follows from the same model. An isolated slab constrained to dipole \(m\) has energy \(E_0+(m-m_0)^2/2\alpha\); minimizing this minus \(Fm\) returns \(m=m_0+\alpha F\). By Eq.~\eqref{eq:energy}, the uncorrected calculation minimizes
\[
E_{\rm per}(m)=E_0+\frac{(m-m_0)^2}{2\alpha}-\frac{2\pi m^2}{L}.
\]
At the minimum \(m-m_0=am\), and \(a^2m^2/2\alpha=2\pi a m^2/L\). Therefore
\begin{equation}
E_{\rm per}-E_0=-\frac{2\pi m_{\rm per}^2}{L}(1-a)
=-\frac{2\pi m_0^2}{L(1-a)}.
\label{eq:eerr}
\end{equation}
For long cells \(a\to0\), and the energy error falls only as \(1/L\).

Suppose the sawtooth and its energy are added once, after an uncorrected calculation has converged. The vacuum becomes flat, but its jump is \(4\pi m_{\rm per}\), too large by the factor \(1/(1-a)\). The energy becomes that of an isolated slab with the wrong dipole:
\[
E_{\rm post}-E_0=\frac{2\pi a\,m_{\rm per}^2}{L}
=\frac{2\pi m_0^2}{L}\,\frac{a}{(1-a)^2}.
\]
Its size relative to the uncorrected error is \(a/(1-a)\), and its sign is opposite. In a long cell this is an improvement, since the error now falls as \(1/L^2\). For \(a>1/2\) the energy error is larger than with no correction. A flat vacuum is therefore necessary but does not prove that the dipole is right.

\section{The self-consistent algorithm}

The correction belongs inside the density cycle:
\begin{enumerate}
\item From the current density, including the positive charge, compute \(m\) over the cell that starts at \(z_d\).
\item Solve the periodic Poisson equation and add \(4\pi m\,s(z)\).
\item Add exchange--correlation and ionic terms, solve the Kohn--Sham equations, and form the output density.
\item Mix input and output densities, and repeat with a new \(m\) until the density is stationary.
\item Evaluate the energy with \(2\pi m^2/L\) and the forces with the same sawtooth.
\end{enumerate}

Another arrangement holds the sawtooth at a dipole \(m_k\) while the density converges fully, and then updates it. The slab now feels the false field minus the frozen one, \(F=4\pi(m_{k+1}-m_k)/L\). Hence
\[
m_{k+1}=m_0+a(m_{k+1}-m_k),
\qquad (1-a)m_{k+1}=m_0-a\,m_k .
\]
Subtracting \((1-a)m_0\) from both sides gives
\begin{equation}
m_{k+1}-m_0=-\frac{a}{1-a}(m_k-m_0).
\label{eq:loop}
\end{equation}
The error alternates in sign, and the loop converges only for \(a<1/2\). For a metal film this means \(L>2t\).

Damping cures the loop. Let the next frozen value be \(m_k+\beta(m_{k+1}-m_k)\), with \(m_{k+1}\) the output dipole of Eq.~\eqref{eq:loop}. The error is then multiplied by
\[
1-\beta-\frac{\beta a}{1-a}=1-\frac{\beta}{1-a},
\]
so \(0<\beta<2(1-a)\) converges, and \(\beta=1-a\) removes the error in one cycle within linear response.

\section{Placing the jump and choosing the vacuum}
\label{sec:place}

Suppose the jump is placed to the right of the slab but too close, so that \(q\) electrons per area lie beyond it. In the cell that starts at the jump, this charge \(-q\) appears displaced by \(-L\). The computed dipole changes by \((-q)(-L)=qL\), the slope of the sawtooth rises by \(4\pi q\), and a false field
\begin{equation}
E_{\rm false}=-4\pi q
\label{eq:tail}
\end{equation}
appears. The length \(L\) has cancelled, so a longer cell does not help if the jump stays at the same distance from the face. The jump should be in the middle of the vacuum, and it must move with the slab if the slab is shifted.

The lateral harmonics set a second condition. Outside the charge, a harmonic of in-plane wave number \(G\) obeys \(\phi_G''=G^2\phi_G\) and decays as \(e^{-G|z|}\). For a lattice of point dipoles normal to the surface, with mean dipole density \(m\), each harmonic jumps by \(4\pi m\) across the sheet and has a continuous slope. The antisymmetric decaying solution is \(\phi_G=\pm2\pi m\,e^{-G|z|}\). A square lattice of spacing \(b\) has four shortest vectors \(G=2\pi/b\), so for \(d\gtrsim b\) the largest ripple at distance \(d\) is about \(8\pi m\,e^{-2\pi d/b}\). Closer in, longer vectors add to it: the full sum is larger by 8\% at \(d=b\) and by 36\% at \(d=b/2\). Large surface cells with isolated adsorbates have large \(b\) and need more vacuum.

\section{Worked example: a metal film with a deposited layer}

The example is a jellium film with \(r_s=2.4\) bohr, roughly the valence density of indium, and thickness 1.2 nm. Its right face carries a layer with \(r_s=4\) bohr and thickness 0.4 nm, standing for a deposited electropositive metal. Here \(r_s\) is the radius of the sphere holding one electron. The ionic charge is smeared into uniform layers with edges softened over 0.5 bohr. The Kohn--Sham equations are solved at 300 K in the local-density approximation (LDA) with Perdew--Wang correlation. The main cell is 4 nm long.

The corrected calculation gives \(m=0.001901\) e/bohr. Equation~\eqref{eq:jump} yields
\[
4\pi m=4\pi\times0.001901=0.02389\ \text{Ha}/e=0.650\ \text{V}.
\]
The work functions are 3.544 eV on the bare face and 2.894 eV on the coated one, and their difference is the same 0.650 eV.

Without correction the vacuum field is 2.88 MV/cm. With correction the largest field found in 0.1 nm windows at the two cell edges is \(5.8\times10^{-8}\) MV/cm.

A mirror cell checks the jump without a sawtooth. It is 8 nm long and holds the slab and its reflection. The dipoles cancel, so Eq.~\eqref{eq:field} gives no false field. Its jump is also 0.6500 V. Half its energy differs from the corrected energy by \(3.7\times10^{-4}\) mJ/m\(^2\), less than 0.1\% of the term \(2\pi m^2/L=0.468\) mJ/m\(^2\).

Runs in genuine applied fields give \(4\pi\alpha=1.740\) nm. This effective thickness slightly exceeds the 1.6 nm of positive charge. For the 4 nm cell,
\begin{align*}
a&=1.740/4=0.435,\\
4\pi m_{\rm per}&=0.650/(1-0.435)=1.15\ \text{V},\\
E_{\rm vac}&=1.15\ \text{V}/4\ \text{nm}=2.88\ \text{MV/cm},\\
E_{\rm per}-E_0&=-0.468/(1-0.435)=-0.828\ \text{mJ/m}^2 .
\end{align*}
The directly computed values for three cells, at fixed mesh spacing and cutoff, are:

\begin{center}
\begin{tabular}{lccc}
\(L\) (nm) & 3 & 4 & 6\\
\hline
corrected jump (V) & 0.650 & 0.650 & 0.650\\
uncorrected \(4\pi m\) (V) & 1.547 & 1.150 & 0.916\\
uncorrected energy error (mJ/m\(^2\)) & \(-1.484\) & \(-0.828\) & \(-0.439\)\\
frozen-loop multiplier & \(-1.38\) & \(-0.77\) & \(-0.41\)\\
\end{tabular}
\end{center}

The linear-response formulas reproduce the uncorrected rows and the multipliers to within 0.1\%, as the numerical output shows. Each multiplier comes from one fully converged run with the sawtooth frozen at a dipole 20\% too large. In the 3 nm cell \(a=0.58\), and the undamped frozen loop diverges. Equation~\eqref{eq:loop} and the damping rule give convergence there for \(\beta<0.84\), with the best value near 0.42. In the 4 nm cell the undamped loop needs about nine outer cycles to reduce the error tenfold, since \(0.77^9\approx0.1\). Updating \(m\) at every density step took 15 iterations in total, with Anderson mixing and a Thomas--Fermi preconditioner built on the corrected Coulomb kernel; the count depends on the mixer.

A correction applied afterwards in the 4 nm cell would report 1.15 V instead of 0.65 V. Its energy error would be \(0.468\times0.435/0.565^2=+0.64\) mJ/m\(^2\), opposite in sign to the uncorrected error and 77\% of its size.

The energy error looks small beside the potential error. If the adlayer consists of monovalent atoms on a square lattice, its charge density implies a spacing of 0.315 nm, or about 10 atoms/nm\(^2\). The uncorrected 0.83 mJ/m\(^2\) is then about 0.5 meV per adatom. By Eq.~\eqref{eq:eerr} it grows as \(m_0^2\): a jump of 3 V, with \(a\), \(L\) and coverage unchanged, would raise it by \((3/0.65)^2\approx21\), to about 11 meV.

The forces are consistent with the energy. Displacing the adlayer's positive charge outwards changes the energy per area at the rate \(-1.8062\times10^{-4}\) Ha/bohr\(^3\), whether obtained from energy differences or from the potential. The sawtooth's direct contribution to this rate is its slope times the layer's charge, \((0.02389/75.6)\times0.0282=+8.9\times10^{-6}\) Ha/bohr\(^3\), opposite in sign to the total and about 5\% of its size.

Moving the jump by 0.2 nm within the vacuum changes \(m\) by less than one part in \(10^7\) towards the bare face and by about \(1.2\) parts in \(10^7\) towards the adlayer, whose lower work function gives the longer density tail. Placing it 0.3 nm from the adlayer leaves \(3.3\times10^{-3}\) electrons/nm\(^2\) beyond it. For the fixed converged density this creates a field of \(-0.60\) MV/cm, as Eq.~\eqref{eq:tail} requires and about a fifth of the 2.88 MV/cm found in the uncorrected calculation. When the density relaxes with the jump in this position, about \(2.7\times10^{-3}\) electrons/nm\(^2\) remain beyond it, the field is \(-0.50\) MV/cm, and \(4\pi m\) reads 0.77 V instead of 0.65 V. The uniform layers of the model have no lateral ripple. If the same mean dipole came from a square lattice of point dipoles at the outer face, with a spacing of 0.315 nm, the ripple at the proper jump position 1.2 nm away would be about \(5\times10^{-11}\) V, which is negligible.

\section{How the model compares with real films}

Indium has a work function of roughly 4 eV, so the model's 3.5 eV is low. Electropositive monolayers on metals commonly lower the work function by roughly one to a few electronvolts, so the 0.65 eV found here is on the small side. The comparison is only rough: the model layer holds about 10 electrons/nm\(^2\), whereas the densest, (110), plane of bcc sodium, whose \(r_s\) is similar, has about 7.7 atoms/nm\(^2\). The layer thus represents somewhat more than one monolayer of such a metal. Thinning it at fixed density to 7.7 electrons/nm\(^2\) raises the jump by 27 mV. The assumption that matters most among those sized is the structureless positive charge. Its effect was estimated by adding to each layer the constant potential that makes its density the equilibrium bulk density: \(-1.57\) eV in the film and \(-0.06\) eV in the adlayer. The jump then rises by 0.28 V, or 43\%, to about 0.93 V. A film of 1.5 nm instead of 1.2 nm lowers the jump by 18 mV, but there is no steady trend: at sampled thicknesses from 1.25 to 1.6 nm the shift relative to 1.2 nm ranges from \(-19\) to \(+4\) mV. The cause was not isolated. The edge softening is an arbitrary choice: reducing it from 0.5 to 0.25 bohr raises the jump by 22 mV, and increasing it to 1 bohr lowers the jump by 64 mV. Raising the electron temperature alone to 600 K lowers the jump by 0.3 mV; this does not describe a heated film, since indium melts near 430 K. Atomic relaxation, interdiffusion and the image tail missing from LDA were not computed. By contrast, a finer mesh with a higher cutoff shifts the jump by 0.001 mV, and the 6 nm cell by less. The numerical precision thus says nothing about the accuracy of the model for indium.

\section{Guidance for use}

Switch the correction on for a neutral slab whose two faces differ, as when atoms are deposited on or removed from one side. For a slab symmetric under reflection in its mid-plane, \(m=0\) and the correction vanishes.

Include it from within the self-consistency cycle. If the program updates the sawtooth only after each full convergence, estimate \(a\) as effective thickness over cell length for a metal, and damp the update when \(a\) approaches or exceeds one half.

Choose the vacuum by the density tail and the lateral period. Once both are negligible at the jump, extra length serves no electrostatic purpose. Both vacuum levels must also lie above the chemical potential by much more than \(k_BT\); otherwise electrons occupy the vacuum and the assumption of an empty region at \(z_d\) fails.

Verify the result in three ways. The averaged potential should be flat on both sides of the jump. The difference of the two vacuum levels should equal \(4\pi m\) from the same density. The dipole should remain unchanged when the cell is lengthened. The last check exposes a correction applied too late, because such a dipole still varies as \(1/(1-a)\), whereas the first two can both be satisfied by the wrong dipole.

\section*{Values computed for the example and the checks}
\begin{verbatim}
film: r_s 2.4 bohr, thickness 1.2 nm
adlayer: r_s 4.0 bohr, thickness 0.4 nm
edge softening 0.5 bohr; temperature 300 K
main cell 4.0 nm, mesh 320 points, 81 plane waves
SCF iterations, corrected main cell: 15
Gaussian-sheet potential error: 1.4e-15 Ha/e
dipole per area, corrected: 0.03592 e/nm
dipole per area, corrected: 0.001901 e/bohr
vacuum jump, corrected: 0.6500 V
vacuum jump, corrected: 0.023887 Ha/e
work function, bare face: 3.544 eV
work function, adlayer face: 2.894 eV
vacuum field, uncorrected: 2.8757 MV/cm
vacuum field, corrected (largest): 5.8e-08 MV/cm
vacuum jump, mirror cell: 0.6500 V
energy term 2 pi m^2/L: 0.4676 mJ/m^2
energy, corrected minus mirror: -3.7e-04 mJ/m^2
4 pi alpha (effective thickness): 1.7403 nm
cell 3 nm: a = 0.5801
  jump, corrected: 0.6500 V
  4 pi m from uncorrected run: 1.5468 V
  4 pi m0/(1-a), predicted: 1.5479 V
  uncorrected energy error: -1.4840 mJ/m^2
  predicted energy error: -1.4848 mJ/m^2
  frozen-loop multiplier: -1.3818
  predicted multiplier: -1.3814
cell 4 nm: a = 0.4351
  jump, corrected: 0.6500 V
  4 pi m from uncorrected run: 1.1503 V
  4 pi m0/(1-a), predicted: 1.1506 V
  uncorrected energy error: -0.8276 mJ/m^2
  predicted energy error: -0.8277 mJ/m^2
  frozen-loop multiplier: -0.7702
  predicted multiplier: -0.7701
cell 6 nm: a = 0.2900
  jump, corrected: 0.6500 V
  4 pi m from uncorrected run: 0.9155 V
  4 pi m0/(1-a), predicted: 0.9155 V
  uncorrected energy error: -0.4391 mJ/m^2
  predicted energy error: -0.4391 mJ/m^2
  frozen-loop multiplier: -0.4086
  predicted multiplier: -0.4085
adlayer dE/dx, from energies: -1.8062e-04 Ha/bohr^3
adlayer dE/dx, from potential: -1.8062e-04 Ha/bohr^3
jump moved 0.2 nm: relative change of m -7.7e-08
jump 0.3 nm from adlayer: tail charge 3.30e-03 e/nm^2
  resulting false field: -0.5975 MV/cm
shift of jump, finer mesh and cutoff: 0.001 mV
shift of jump, 6 nm cell: -0.0000 mV
shift of jump, film 1.5 nm thick: -17.9 mV
shift of jump, 600 K: -0.26 mV
ionic potential, film, adlayer: -1.573, -0.060 eV
shift of jump, ionic potential: 281.8 mV
adatom spacing 0.315 nm; ripple at jump 5.3e-11 V
\end{verbatim}
